\section*{Eigenvalue zeros, the alpha term and absolute deformation potentials}

\section*{Question}

I want the deformation potential $a=d\varepsilon/d\ln\Omega$ of the lowest level at $\Gamma$, where $\Omega$ is the cell volume. To understand the method I use a model: a simple cubic crystal with lattice constant 3 \AA, one ion of charge $Z=4$ per cell, and around each ion a frozen electron density that makes the atom neutral.

My plane-wave program sets the average electrostatic potential to zero. I change the lattice constant by $\pm2\%$ and subtract eigenvalues. Pseudopotential A gives $a=-3.74$ eV. Pseudopotential B, which has the same $s$ and $p$ potentials but a different local part, gives $-2.28$ eV. When I switch on the ``alpha term'' both give $-5.89$ eV.

Does their agreement mean that the alpha term has put the eigenvalues on an absolute scale? If not, what must be aligned before I subtract?

\section*{Answer}

No. The alpha term has removed a difference between your two pseudopotentials, but it has not connected either of them to a common zero at two volumes. Measured from the vacuum outside a crystal built from whole rigid atoms, with the widths given below, your level has $a\simeq+2.7$ eV, so even the sign changes. To see why, follow the $G=0$ component of the potential.

\subsection*{What is left at $G=0$}

I use Hartree atomic units in the algebra, and potentials are potential energies of an electron. Let the local pseudopotential $v_{\rm loc}(r)$ approach $-Z/r$ outside the core, and let the atom carry a spherical, rapidly decaying density $n(r)$ of $Z$ electrons. Define
\begin{equation}
\alpha=\int\Big(v_{\rm loc}+\frac Zr\Big)d^3r,\qquad Q=\int r^2n\,d^3r .
\end{equation}
Writing $v_{\rm loc}=-Z/r+(v_{\rm loc}+Z/r)$ and transforming each part gives, at small $G$,
\begin{equation}
v_{\rm loc}(G)=-\frac{4\pi Z}{G^2}+\alpha+O(G^2).
\end{equation}
For the electrons, $\sin(Gr)/(Gr)=1-G^2r^2/6+\dots$, so $n(G)=Z-G^2Q/6+\dots$. Poisson's equation then gives
\begin{equation}
v_{\rm H}(G)=\frac{4\pi n(G)}{G^2}=\frac{4\pi Z}{G^2}-\frac{2\pi Q}{3}+O(G^2).
\end{equation}
The divergences cancel in the sum, and a finite number remains:
\begin{equation}
D=\alpha-\frac{2\pi}{3}Q=\int(v_{\rm loc}+v_{\rm H})\,d^3r .
\end{equation}

This number has a direct meaning for a finite piece of crystal built from such atoms. By Gauss's law, the potential of each neutral spherical atom vanishes outside it, so the vacuum potential is zero. Deep inside, the average over one cell collects the parts of all atomic potentials that reach into that cell. Together these parts make up one whole atomic potential, so the average is $D/\Omega$.

A constant $C$ added to the Hamiltonian moves every eigenvalue by $C$ and leaves the orbitals unchanged. If $\varepsilon_0$ is the eigenvalue with all $G=0$ electrostatic terms dropped, the three scales are therefore
\begin{equation}
\varepsilon_0,\qquad \varepsilon_\alpha=\varepsilon_0+\frac{\alpha}{\Omega},\qquad
\varepsilon_{\rm vac}=\varepsilon_0+\frac{D}{\Omega}. \label{scales}
\end{equation}
The alpha convention keeps one of the two finite remainders and drops the other, $-2\pi Q/(3\Omega)$. Your model has no exchange-correlation potential. In a calculation that has one, its average is computed and belongs in the eigenvalue.

\subsection*{Numbers for your crystal}

I take a Gaussian ion of width $s=0.4$ \AA\ and Gaussian electrons of width $t=0.8$ \AA. Then $v_{\rm loc}=-Z\,{\rm erf}(r/\sqrt2 s)/r$, and with $x=r/(\sqrt2 s)$
\begin{equation}
\alpha=4\pi Z\int_0^\infty r\,{\rm erfc}\Big(\frac{r}{\sqrt2 s}\Big)dr
=8\pi Zs^2\int_0^\infty x\,{\rm erfc}(x)\,dx=2\pi Zs^2,
\end{equation}
because the last integral is $1/4$. In eV and \AA\ this is $\alpha=57.90$ eV \AA$^3$. The second moment is $Q=3Zt^2=7.68$ \AA$^2$. With $\Omega=27$ \AA$^3$,
\begin{equation}
\frac{\alpha}{\Omega}=2.145\ {\rm eV},\qquad
\frac{D}{\Omega}=2.145-8.578=-6.434\ {\rm eV},
\end{equation}
up to rounding in the last digit. The omitted term is four times as large as the one kept, since their ratio is $t^2/s^2$.

I diagonalized the Hamiltonian at $\Gamma$ in plane waves with $G^2\le12(2\pi/a_0)^2$, where $a_0$ is the lattice constant. Doubling this limit moves the levels at 3 \AA\ by less than 0.01 eV. The deformation potentials divide level differences by about 0.12 and are more sensitive. For A, doubling the limit lowers $a$ by 0.03 eV for the lowest level and by 0.02 eV for the lowest odd level, on every scale; from vacuum they become $2.67$ and $-4.52$ eV, and tripling the limit changes them by less than 0.001 eV more. The values quoted below all refer to the smaller basis. For pseudopotential A the lowest level is $-7.55$ eV on the zero-average scale, $-5.40$ eV with alpha, and $-13.98$ eV from vacuum.

\subsection*{Why the total energy does need alpha}

The alpha term does have a necessary role, in the energy. Collect the small-$G$ electrostatic energy per cell, apart from the common factor $1/\Omega$:
\begin{align}
\text{electron-electron:}\quad &\frac{2\pi}{G^2}\Big(Z-\frac{G^2Q}{6}\Big)^2
=\frac{2\pi Z^2}{G^2}-\frac{2\pi ZQ}{3}+\dots,\\
\text{electron-ion:}\quad &\Big(Z-\frac{G^2Q}{6}\Big)\Big(-\frac{4\pi Z}{G^2}+\alpha\Big)
=-\frac{4\pi Z^2}{G^2}+\frac{2\pi ZQ}{3}+Z\alpha+\dots,\\
\text{ion-ion:}\quad &\frac{2\pi Z^2}{G^2}.
\end{align}
The divergences cancel, and so do the $Q$ terms. What survives is $Z\alpha/\Omega$. It depends on volume, so omitting it would falsify the pressure.

Here it is $4\times2.145=8.58$ eV. The other parts are 4.70 eV (Hartree, $G\ne0$), $-30.15$ eV (local, $G\ne0$) and $-108.95$ eV (Ewald energy of the ions). The total is $-125.82$ eV per cell. Adding the internal energies of the neutral atoms and their pair interactions in real space gives the same total. The alpha energy happens to equal the omitted eigenvalue term in size because $Zs^2=t^2$ for these parameters.

Thus a complete neutral-cell energy does not require an absolute eigenvalue scale. The cancellation of $Q$ in the energy gives no licence to drop $Q$ from an eigenvalue.

\subsection*{Why A and B disagree, then agree}

Let B have the local part $v_{\rm loc}+w(r)$ and a nonlocal part $-w(P_0+P_1)$, where $P_l$ projects on angular momentum $l$ about the atom. I take $w$ as a Gaussian of height $w_0=20$ eV and width $u=0.5$ \AA. Its integral is $W=(2\pi)^{3/2}w_0u^3$, and $\alpha$ rises by this amount, from 57.90 to 97.28 eV \AA$^3$.

The zero-average convention removes the mean of the local $w$, but not the compensating nonlocal operator. To first order, with a normalized orbital $\psi$,
\begin{equation}
\varepsilon_0^{\rm B}-\varepsilon_0^{\rm A}\simeq-\frac W\Omega
+\Big\langle\psi\Big|\sum_{\rm atoms}w(1-P_0-P_1)\Big|\psi\Big\rangle .
\end{equation}
The first term is $-1.46$ eV and is a matter of bookkeeping. The second is a physical difference in the channels $l\ge2$. The calculated lowest levels differ by $-1.46$ eV. After $W/\Omega$ is restored, the difference is below 0.01 eV.

The small remainder follows from symmetry. For the local potential A, the lowest orbital at $\Gamma$ is nodeless and has the full cubic symmetry, so about an atom it contains $l=0,4,\dots$. The remainder starts at $l=4$. For the lowest odd level it can start at $l=3$, and there it is 0.04 eV.

Your two alpha-convention results agree because A and B share the same frozen density, and hence the same missing $Q$ term. Norm conservation fixes the charge inside the core radius, not its second moment. Two pseudopotentials with the same vacuum-referenced level but different $Q$ would disagree in the alpha convention by $2\pi\Delta Q/(3\Omega)$.

\subsection*{What a volume change does}

Keep the atomic quantities fixed and differentiate Eq.~(\ref{scales}). Since $d(1/\Omega)/d\ln\Omega=-1/\Omega$,
\begin{equation}
a_\alpha=a_0-\frac\alpha\Omega,\qquad a_{\rm vac}=a_0-\frac D\Omega .
\end{equation}
For A these give $-3.739-2.145=-5.884$ eV and $-3.739+6.434=2.695$ eV. The central differences over $\pm2\%$ in lattice constant are:
\begin{center}
\begin{tabular}{lrr}
$a$ of the lowest level (eV) & A & B\\ \hline
zero average & $-3.74$ & $-2.28$\\
alpha included & $-5.89$ & $-5.89$\\
from vacuum & $2.70$ & $2.70$
\end{tabular}
\end{center}
Before rounding, the entries for A are $-5.886$ and $2.703$ eV. The changes from $-5.884$ and $2.695$ eV come from the finite step: $(1.02^{-3}-0.98^{-3})/[3\ln(1.02/0.98)]=-1.0012$ replaces $-1$ in the derivative of $1/\Omega$.

A difference between two levels in the same cell needs no alignment, because the constant drops out. For A, the lowest odd level has $a=-10.94$ eV on the zero-average scale, so the difference has $-10.94+3.74=-7.20$ eV. On the vacuum scale the same difference is $-4.50-2.70=-7.20$ eV. For B it is $-7.31$ eV. That change of 0.11 eV is not a shift of zero; it comes from the different potentials in $l\ge2$.

There is also a simple large-cell limit. For one isolated atom in a growing box, $D/\Omega\to0$ and the three scales merge. In a cubic box of edge 30 \AA\ the offset of A would be $-6.434/1000$ eV, or about $-0.006$ eV. In a crystal, $\Omega$ is the volume per atom and the offset does not become small.

\subsection*{Alignment through vacuum}

In a real calculation you do not know $D$ from isolated atoms, because the density rearranges. You can calculate a slab instead. Let $\bar V$ be the cell average of the local plus Hartree potential. Then
\begin{equation}
\varepsilon_{\rm vac}=(\varepsilon-\bar V)_{\rm bulk}
+(\bar V_{\rm interior}-V_{\rm vacuum})_{\rm slab}. \label{align}
\end{equation}
Each bracket is unchanged when a constant is added to all potentials and levels of its calculation. The interior must have the same strain as the bulk cell, and both calculations must use the same pseudopotential. Mixing A and B here would cause an error of $W/\Omega=1.46$ eV.

For your model I also found the level without using $D$. I calculated slabs of 3, 5 and 7 layers separated by vacuum, with $G=0$ removed, and subtracted the potential at the middle of the vacuum from the lowest level. To reach infinite thickness I used $x=1-\cos[\pi/(N+1)]$ for $N$ layers. A chain with nearest-neighbour hopping has a confinement energy linear in $x$; I fitted a quadratic to allow for corrections.

The limits are $-14.155$ eV at 2.94 \AA\ and $-13.830$ eV at 3.06 \AA. The bulk levels shifted by $D/\Omega$ are $-14.154$ and $-13.830$ eV. The slab slope is
\begin{equation}
a=\frac{-13.830+14.155}{3\ln(3.06/2.94)}\ {\rm eV}\simeq2.71\ {\rm eV},
\end{equation}
in agreement with the table within 0.01 eV.

\subsection*{Alignment through an interface}

If the question concerns an electron moving between strained and unstrained regions, put both regions in one supercell. They then share one constant, whatever the program chose. With $\varepsilon_i$ and $\bar V_i$ from the two bulk calculations,
\begin{equation}
\Delta\varepsilon=(\varepsilon_2-\bar V_2)-(\varepsilon_1-\bar V_1)
+(\bar V_2-\bar V_1)_{\rm supercell}.
\end{equation}
For rigid neutral spherical atoms the last bracket is $D(1/\Omega_2-1/\Omega_1)$, by the same cell average as before.

Take a common lateral cell of 3 \AA\ by 3 \AA\ and layer spacings of 3.00 and 3.12 \AA. The volumes are 27.00 and 28.08 \AA$^3$, and the step is
\begin{equation}
-173.71\Big(\frac1{28.08}-\frac1{27.00}\Big)\ {\rm eV}\simeq0.25\ {\rm eV}.
\end{equation}
Summing the Fourier components of the supercell potential and averaging over one layer spacing in each region also gives 0.25 eV. This strain is uniaxial, not hydrostatic. In the rigid-atom model the lineup depends on volume alone. At a real interface, charge transfer adds a dipole that may depend on orientation, so the supercell must be calculated self-consistently and the interface stated.

\subsection*{Why no bulk convention can finish the job}

One might hope to obtain $Q$ from the bulk density and complete the alpha term. But a periodic density can be divided into cells in more than one way. Set the atoms aside and consider a simpler bulk: a uniform neutral background carrying an electron-density wave $n(z)=\sigma n_0\cos kz$, with $k=2\pi/L$ and $\sigma=\pm1$. Cut it into a slab of whole periods starting at $z=0$. The two signs describe the same bulk pattern shifted by half a period, hence two terminations. This holds because nothing else fixes the origin; on top of a lattice of atoms the two signs would be two different crystals.

For an electron's potential energy $V''=-4\pi n$. With $V=V'=0$ at the left face, two integrations give
\begin{equation}
V'=-\frac{4\pi\sigma n_0}{k}\sin kz,\qquad
V=-\frac{4\pi\sigma n_0}{k^2}(1-\cos kz).
\end{equation}
Both vanish at the right face too, so the vacuum is at zero on both sides. Each period is neutral and has no dipole, yet the interior average is
\begin{equation}
\bar V=-\frac{4\pi\sigma n_0}{k^2}=-\frac{\sigma n_0L^2}{\pi}.
\end{equation}
For $n_0=0.05$ electrons/\AA$^3$ and $L=3$ \AA\ this is $-2.06$ eV for one cut and $+2.06$ eV for the other.

The ambiguity survives differentiation. Stretch $L$ at fixed lateral area and keep fixed the number of electrons displaced within each period, so that $n_0\propto1/L$. Then $\bar V\propto L$ and $d\bar V/d\ln\Omega=\bar V$, and the two cuts give deformation potentials that differ by 4.13 eV. The bulk alone cannot choose between them. A deformation potential measured from vacuum therefore belongs to a stated surface.

A strain boundary inside the material is less ambiguous. Let the wave be carried by a strain $\epsilon(Z)$, where $Z$ is the unstrained coordinate and $dz=(1+\epsilon)\,dZ$. The field is still $V'=-(4\pi\sigma n_0/k)\sin kZ$, and integrating by parts gives a step in the average potential of $-(4\pi\sigma n_0/k^2)\int\cos(kZ)\,\epsilon'(Z)\,dZ$. An abrupt boundary at a whole period gives $\mp2.06$ eV per unit strain for $\sigma=\pm1$, so there the position of the interface must be stated. If the strain changes smoothly over several periods, the integral goes to zero for both signs and the choice of cut drops out of the lineup in this model.

For your calculation, keep one pseudopotential and one $G=0$ convention throughout, compute the lineup between the two strain states, and then subtract the aligned levels.
